# Momentum tail and finite moments of the Dirac 1s state

## Problem

An electron is bound in the 1s state of a fixed point nucleus of charge \(Z\), with \(0<Z\alpha<1\). Units are \(\hbar=m=c=1\), so momenta are in \(mc\) and lengths in \(\hbar/(mc)\). Let

\[
\lambda=Z\alpha,\qquad \gamma=\sqrt{1-\lambda^2}.
\]

The Dirac equation is \((\boldsymbol\alpha\cdot\mathbf p+\beta-\lambda/r)\psi=E\psi\), in the standard representation. The Fourier transform is

\[
\tilde\psi(\mathbf p)=\frac1{(2\pi)^{3/2}}\int e^{-i\mathbf p\cdot\mathbf r}\,\psi(\mathbf r)\,d^3r .
\]

(a) Find \(\tilde\psi\) in closed form.

(b) Find how its large and small components fall at high momentum, and where each law sets in.

(c) For which real \(k\) is \(\langle p^k\rangle=\int p^k|\tilde\psi|^2d^3p\) finite? Apply the answer to \(Z=1\) and \(Z=80\).

## The state in position space

Let \(\chi\) be a constant normalized two-spinor, and try

\[
\psi=\frac{g(r)}{\sqrt{4\pi}}\begin{pmatrix}\chi\\ iq\,\boldsymbol\sigma\cdot\hat{\mathbf r}\,\chi\end{pmatrix},
\qquad g=N r^{\gamma-1}e^{-\lambda r},
\]

with a constant \(q\). In the upper equation \(\boldsymbol\sigma\cdot\mathbf p=-i\boldsymbol\sigma\cdot\nabla\) acts on \(iqg\,\boldsymbol\sigma\cdot\hat{\mathbf r}\chi\). The radial field \(g\hat{\mathbf r}\) has no curl, so only its divergence \(g'+2g/r\) remains. Since \(g'/g=(\gamma-1)/r-\lambda\), division by \(g\) gives

\[
\frac{q(\gamma+1)}r-q\lambda+1-\frac\lambda r=E .
\]

The \(1/r\) terms require \(q=\lambda/(1+\gamma)\). The constants then give \(E=1-\lambda^2/(1+\gamma)=1-(1-\gamma)=\gamma\).

In the lower equation \(\boldsymbol\sigma\cdot\mathbf p\,g\chi=-ig'\boldsymbol\sigma\cdot\hat{\mathbf r}\chi\). Division by \(ig\,\boldsymbol\sigma\cdot\hat{\mathbf r}\chi\) gives

\[
\frac{1-\gamma}r+\lambda-q-\frac{\lambda q}r=Eq .
\]

This holds with the same constants, because \(\lambda q=1-\gamma\) and \(q(1+\gamma)=\lambda\).

For the norm, \((\boldsymbol\sigma\cdot\hat{\mathbf r})^2=1\), and \(q^2=\lambda^2/(1+\gamma)^2=(1-\gamma)/(1+\gamma)\), so \(1+q^2=2/(1+\gamma)\). Hence

\[
1=\frac{2N^2}{1+\gamma}\int_0^\infty r^{2\gamma}e^{-2\lambda r}dr
\quad\Rightarrow\quad
N^2=\frac{(1+\gamma)(2\lambda)^{2\gamma+1}}{2\,\Gamma(2\gamma+1)} .
\]

The small component carries the weight \(q^2/(1+q^2)=(1-\gamma)/2\).

## First estimate by scaling

High momenta probe small distances, where both components behave as \(r^{\gamma-1}\). With \(r=u/p\), the volume element contributes \(p^{-3}\) and the function \(p^{-(\gamma-1)}\). The estimate is therefore

\[
\tilde\psi\sim p^{-3-(\gamma-1)}=p^{-(2+\gamma)} .
\]

The radial density \(p^2|\tilde\psi|^2\) then falls as \(p^{-2-2\gamma}\), which suggests that \(\langle p^k\rangle\) is finite up to \(k=1+2\gamma\).

Scaling gives the power but not its coefficient, and the coefficient can be small. An exponentially decaying function like this one gets a power tail only from points where it is not smooth, and here the only such point can be the origin. When \(\gamma\) is near 1, the large component is, apart from \(N\),

\[
r^{\gamma-1}e^{-\lambda r}\approx 1-(1-\gamma)\ln r-\lambda r .
\]

The constant gives no tail, the logarithm gives about \((1-\gamma)p^{-3}\), and the cusp \(-\lambda r\) gives about \(\lambda p^{-4}\). Leaving out numerical factors, the two are equal at

\[
p\sim\frac{\lambda}{1-\gamma}=\frac{1+\gamma}{\lambda}.
\]

The small component starts as \(q\,\boldsymbol\sigma\cdot\hat{\mathbf r}\). This has no definite value at the origin, so it is not smooth there and gives about \(qp^{-3}\). It overtakes the cusp term of the large component at \(p\sim\lambda/q=1+\gamma\).

For \(Z=1\), \(\lambda=0.0072974\) and \(\gamma=0.999973\), so these two momenta are about \(274\) and \(2.00\,mc\). For \(Z=80\), \(\lambda=0.58379\) and \(\gamma=0.81191\), and they are about \(3.10\) and \(1.81\,mc\).

## Exact solution

### The transform

The angular integral for the upper component is \(\int e^{-i\mathbf p\cdot\mathbf r}d\Omega=4\pi j_0(pr)\). For the lower one, use \(\hat{\mathbf r}\,e^{-i\mathbf p\cdot\mathbf r}=(i/r)\nabla_{\mathbf p}e^{-i\mathbf p\cdot\mathbf r}\) and \(j_0'=-j_1\):

\[
\int\hat{\mathbf r}\,e^{-i\mathbf p\cdot\mathbf r}d\Omega
=\frac ir\,4\pi\,\nabla_{\mathbf p}\,j_0(pr)=-4\pi i\,j_1(pr)\,\hat{\mathbf p}.
\]

The factor \(-i\) cancels the \(i\) in the lower component. With \(4\pi/(2\pi)^{3/2}=\sqrt{2/\pi}\),

\[
\tilde\psi=\frac1{\sqrt{4\pi}}\begin{pmatrix}A(p)\,\chi\\ B(p)\,\boldsymbol\sigma\cdot\hat{\mathbf p}\,\chi\end{pmatrix},
\]

\[
\begin{aligned}
A&=\sqrt{\tfrac2\pi}\,N\int_0^\infty r^{\gamma+1}e^{-\lambda r}j_0(pr)\,dr,\\
B&=\sqrt{\tfrac2\pi}\,Nq\int_0^\infty r^{\gamma+1}e^{-\lambda r}j_1(pr)\,dr .
\end{aligned}
\]

Insert \(j_0(x)=\sin x/x\) and \(j_1(x)=\sin x/x^2-\cos x/x\). All integrals are then real or imaginary parts of

\[
\int_0^\infty r^{s-1}e^{-(\lambda-ip)r}dr=\frac{\Gamma(s)}{(\lambda-ip)^s}
=\frac{\Gamma(s)\,e^{is\theta}}{(p^2+\lambda^2)^{s/2}},\qquad \theta=\arctan\frac p\lambda ,
\]

because \(\lambda-ip=\sqrt{p^2+\lambda^2}\,e^{-i\theta}\). In \(A\) the integrand is \(r^\gamma\sin(pr)/p\), so \(s=\gamma+1\). In \(B\) the sine term has \(s=\gamma\) and the cosine term \(s=\gamma+1\). This answers (a):

\[
A=\sqrt{\tfrac2\pi}\,N\,\frac{\Gamma(\gamma+1)\sin[(\gamma+1)\theta]}{p\,(p^2+\lambda^2)^{(\gamma+1)/2}},
\tag{1}
\]

\[
B=\sqrt{\tfrac2\pi}\,Nq\left\{\frac{\Gamma(\gamma)\sin\gamma\theta}{p^2(p^2+\lambda^2)^{\gamma/2}}
-\frac{\Gamma(\gamma+1)\cos[(\gamma+1)\theta]}{p\,(p^2+\lambda^2)^{(\gamma+1)/2}}\right\}.
\tag{2}
\]

### The nonrelativistic limit

Let \(\lambda\to0\) at fixed \(p/\lambda\). Then \(\gamma\to1\), \(N\to2\lambda^{3/2}\) and \(q\to\lambda/2\). With \(\sin2\theta=2p\lambda/(p^2+\lambda^2)\), equation (1) becomes

\[
A\to\sqrt{\frac{32}\pi}\,\frac{\lambda^{5/2}}{(p^2+\lambda^2)^2},
\]

the Schrödinger 1s amplitude, with its \(p^{-4}\) tail. In (2), \(\sin\theta=p/\sqrt{p^2+\lambda^2}\), so the brace is \((1-\cos2\theta)/[p(p^2+\lambda^2)]\). Since \(1-\cos2\theta=2\sin^2\theta\), it equals \(2p/(p^2+\lambda^2)^2\), and therefore

\[
B\to\frac p2\,A .
\]

The small component falls one power more slowly even in this limit.

### High momentum

For \(p\gg\lambda\), \(\theta=\pi/2-\lambda/p\) up to terms of order \((\lambda/p)^3\). Expand the trigonometric functions to first order in \(\lambda/p\), with \(\sin[(\gamma+1)\pi/2]=\cos(\pi\gamma/2)\) and \(\cos[(\gamma+1)\pi/2]=-\sin(\pi\gamma/2)\):

\[
\begin{aligned}
\sin[(\gamma+1)\theta]&\approx\cos\tfrac{\pi\gamma}2+(\gamma+1)\tfrac\lambda p\sin\tfrac{\pi\gamma}2,\\
\cos[(\gamma+1)\theta]&\approx-\sin\tfrac{\pi\gamma}2+(\gamma+1)\tfrac\lambda p\cos\tfrac{\pi\gamma}2,\\
\sin\gamma\theta&\approx\sin\tfrac{\pi\gamma}2-\gamma\tfrac\lambda p\cos\tfrac{\pi\gamma}2 .
\end{aligned}
\]

The roots \((p^2+\lambda^2)^{1/2}\) differ from \(p\) at second order only. Put \(D=\sqrt{2/\pi}\,N\,\Gamma(\gamma)\) and use \(\Gamma(\gamma+1)=\gamma\Gamma(\gamma)\). In \(B\) the two leading sines add to \((1+\gamma)\sin(\pi\gamma/2)\), and \(q(1+\gamma)=\lambda\). Thus

\[
A\approx \frac{D\gamma}{p^{2+\gamma}}\left[\cos\frac{\pi\gamma}2+(\gamma+1)\frac\lambda p\sin\frac{\pi\gamma}2\right],
\tag{3}
\]

\[
B\approx \frac{D}{p^{2+\gamma}}\left[\lambda\sin\frac{\pi\gamma}2-q\gamma(\gamma+2)\frac\lambda p\cos\frac{\pi\gamma}2\right].
\tag{4}
\]

For \(0<\gamma<1\) both leading coefficients are positive. Both components therefore fall as \(p^{-(2+\gamma)}\), with the limiting ratio

\[
\rho=\lim_{p\to\infty}\frac BA=\frac\lambda\gamma\tan\frac{\pi\gamma}2 .
\]

The two terms in (3) are equal at

\[
p_c=\lambda(\gamma+1)\tan\frac{\pi\gamma}2=\gamma(1+\gamma)\rho .
\]

For small \(\lambda\), \(\tan(\pi\gamma/2)=\cot[\pi(1-\gamma)/2]\approx2/[\pi(1-\gamma)]\approx4/(\pi\lambda^2)\), so \(p_c\approx8/(\pi\lambda)\). For small \(Z\) the large component thus keeps its nonrelativistic \(p^{-4}\) form far above \(mc\). The small component has no such delay: the correction in (4) is small as soon as \(p\gg\lambda\), so its law sets in there. Equation (3) is proportional to \(p^{-(2+\gamma)}(1+p_c/p)\), which for \(p\gg\lambda\) gives the local exponent of the large component

\[
\frac{d\ln A}{d\ln p}\approx-(2+\gamma)-\frac{p_c}{p+p_c}.
\tag{5}
\]

### The moments

Since \((\boldsymbol\sigma\cdot\hat{\mathbf p})^2=1\), \(|\tilde\psi|^2=(A^2+B^2)/4\pi\), and

\[
\langle p^k\rangle=\int_0^\infty p^{k+2}(A^2+B^2)\,dp .
\]

At the upper end the integrand behaves as \(p^{k-2-2\gamma}\). It is integrable if \(k-2-2\gamma<-1\); at equality the integral diverges logarithmically. At the lower end \(j_0\to1\) makes \(A(0)\) finite and nonzero, while \(B\) vanishes in proportion to \(p\). The integrand behaves as \(p^{k+2}\), which requires \(k>-3\). At intermediate momenta it is bounded. Therefore

\[
\langle p^k\rangle<\infty\quad\Longleftrightarrow\quad -3<k<1+2\gamma .
\tag{6}
\]

Because \(\gamma<1\), the third moment diverges for every nucleus in this model. The second is finite if \(\gamma>1/2\), that is, \(Z\alpha<\sqrt3/2\) or \(Z<118.68\).

The second moment also follows without the transform. Write the Dirac equation as \((\boldsymbol\alpha\cdot\mathbf p+\beta)\psi=(\gamma+\lambda/r)\psi\) and take the squared norm of each side. On the left \((\boldsymbol\alpha\cdot\mathbf p+\beta)^2=p^2+1\), so

\[
\langle p^2\rangle=\gamma^2-1+2\gamma\lambda\left\langle\frac1r\right\rangle+\lambda^2\left\langle\frac1{r^2}\right\rangle .
\]

From the density \(r^{2\gamma}e^{-2\lambda r}\), ratios of gamma functions give \(\langle1/r\rangle=\lambda/\gamma\) and \(\langle1/r^2\rangle=2\lambda^2/[\gamma(2\gamma-1)]\). Using \(\gamma^2-1=-\lambda^2\),

\[
\begin{aligned}
\langle p^2\rangle&=\lambda^2\left[1+\frac{2(1-\gamma^2)}{\gamma(2\gamma-1)}\right]\\
&=\lambda^2\,\frac{2-\gamma}{\gamma(2\gamma-1)} .
\end{aligned}
\tag{7}
\]

This diverges as \(\gamma\to1/2\), where \(\langle1/r^2\rangle\) does, in agreement with (6). As \(\gamma\to1\) it becomes \(\lambda^2\), the Schrödinger value.

## The two nuclear charges

For \(Z=1\) the decay exponent is \(2+\gamma=2.999973\), and the moments are finite for \(-3<k<2.999947\). For \(Z=80\) the exponent is \(2.8119\) and the range is \(-3<k<2.6238\). The same integer moments are finite in both cases, \(k=-2,\dots,2\):

| \(k\) | \(\langle p^k\rangle/\lambda^k\), \(Z=1\) | \(\langle p^k\rangle/\lambda^k\), \(Z=80\) |
|---|---|---|
| \(-2\) | 4.9998 | 3.7700 |
| \(-1\) | 1.6976 | 1.4410 |
| 0 | 1.0000 | 1.0000 |
| 1 | 0.8489 | 1.1012 |
| 2 | 1.0001 | 2.3458 |

For \(Z=80\), (7) gives \(1.18809/(0.81191\times0.62381)=2.3458\), equal to the momentum integral in the table. In the units of this problem, \(\langle p^2\rangle=0.7995\,(mc)^2\).

A noninteger moment separates the two cases. The contribution of one decade of momentum to \(\langle p^k\rangle\), divided by that of the decade below, tends to \(10^{k-1-2\gamma}\). For \(k=2.8\) this ratio is \(0.631\) at \(Z=1\), where the contributions shrink, and \(1.500\) at \(Z=80\), where they grow.

The divergence of the third moment shows when the integral is stopped at a cutoff \(P\). Let \(a_\infty\) and \(b_\infty\) be the tail coefficients in the scaled variable \(p/\lambda\), and \(C=a_\infty^2+b_\infty^2\). Integrating the tail gives, for large \(P\),

\[
\frac{M_3(P)}{\lambda^3}\approx\text{constant}+\frac{C}{2-2\gamma}\left(\frac P\lambda\right)^{2-2\gamma}.
\]

For \(Z=80\), \(C=0.4253^2+1.0047^2=1.190\) and \(2-2\gamma=0.3762\). Between \(P=10^4\) and \(10^6\,mc\) the formula predicts a growth of about \(576\). The integral rises from \(122.2\) to \(698.7\), which is \(576.5\).

For \(Z=1\), \(C=1.356\times10^{-4}\) and \(2-2\gamma=5.33\times10^{-5}\). The growth is then nearly logarithmic, about \(C\ln100=6.2\times10^{-4}\) for two decades. The integral passes through \(1.69901\), \(1.69963\) and \(1.70026\) at \(P=10^2\), \(10^4\) and \(10^6\,mc\). It looks converged near the finite Schrödinger value \(1.69765\), yet it has no limit.

The fourth moment is less discreet. At \(Z=1\), where \(\gamma\) is close to 1, its tail grows almost linearly, as \(CP/\lambda\) in units of \(\lambda^4\). The integral is \(5.18\) for \(P=10\,mc\), close to the Schrödinger value 5, but \(23.6\) for \(P=10^3\,mc\). The Schrödinger \(\langle p^4\rangle\) thus cannot be read as an approximation to the full Dirac moment, which is infinite.

## Comparison of estimate and solution

Scaling gave the correct exponent and the correct upper limit on \(k\). The characteristic momenta can now be compared, in \(mc\):

| Condition | \(Z\) | Estimate | From the solution |
|---|---|---|---|
| Two terms of \(A\) equal | 1 | 274 | 348.95 |
| Two terms of \(A\) equal | 80 | 3.10 | 3.475 |
| \(B=A\) | 1 | 2.00 | 2.011 |
| \(B=A\) | 80 | 1.81 | 2.827 |

The first condition defines \(p_c\), obtained from the limiting ratios: \(\gamma(1+\gamma)\rho\) with \(\rho=174.48\) gives \(348.95\,mc=178.3\) MeV/\(c\) for \(Z=1\), and with \(\rho=2.3624\) gives \(3.475\,mc=1.776\) MeV/\(c\) for \(Z=80\). For small \(\lambda\) the estimate \(2/\lambda\) misses the factor \(4/\pi\) in \(8/(\pi\lambda)\), a numerical factor that scaling cannot supply. For \(Z=80\), \(p_c\) does not mark the end of a separate power law. It is only about \(6\lambda\), and by (1) the local exponent of \(A\) is never steeper than about \(-3.20\), far from \(-(3+\gamma)=-3.81\).

For \(Z=1\) the local exponent of \(A\) is \(-3.972\) at \(10\,mc\), \(-3.500\) at \(p_c\), and \(-3.0035\) at \(10^5\,mc\), as (5) predicts. The exponent of \(B\) is \(-3.0000\) at all three. Between about \(2\,mc\) and \(p_c\), only the small component has the slow tail, and it is the larger of the two. Well beyond \(p_c\) the large component approaches the same law, but the small one still dominates, with \(B/A\) tending to \(\rho\).

The point \(B=A\) can be refined with (3) and the leading term of (4), which give \(B/A\approx\rho/(1+p_c/p)\), so that

\[
p\approx\frac{p_c}{\rho-1}.
\]

For \(Z=1\) this is \(348.95/173.48=2.011\,mc\), in agreement with the full expressions. For \(Z=80\) it is \(3.475/1.3624=2.55\,mc\), 10% below the full result. There \(\lambda/p\) is about \(0.2\), and the second term of (4) matters. Keeping it raises the crossing to \(2.94\,mc\), 4% above the full result; the rest comes from higher powers of \(\lambda/p\).

All these laws assume a point nucleus. With rough radii of 0.8 fm for \(Z=1\) (root-mean-square) and 7 fm for \(Z=80\) (edge of a uniform sphere), \(\hbar/R\) is about \(480\) and \(55\,mc\). These values only set the scale, since they depend on how the radius is defined. At higher momenta the transform probes distances inside the charge, where the potential is no longer \(-\lambda/r\) and the form \(r^{\gamma-1}\) no longer holds. The change is gradual and begins at lower momenta. For \(Z=80\) there is some room between \(p_c\) and this limit for the small component to follow its law approximately, while the large component does not reach it: even for a point nucleus, (5) gives a local exponent of \(-2.96\) at \(20\,mc\), against the final \(-2.81\). For \(Z=1\) the limit is comparable to \(p_c\), and even for a point nucleus the large component would still be changing its law there: (5) gives a local exponent of about \(-3.4\) at \(480\,mc\). Its final power law is therefore not reached before the nuclear size matters. The limit \(1+2\gamma\) in (6) is a property of the point-nucleus model. For an extended nucleus whose charge density is finite everywhere, the limit is higher and depends on how smooth the charge distribution is, so moments with \(k\ge1+2\gamma\) must be calculated with that distribution. At \(Z=80\) even \(\langle p^2\rangle\) is affected: in the point model, momenta above \(55\,mc\) supply about 5% of it.

## Computed results

```
fine-structure constant = 0.007297353
mc = 0.510999 MeV/c
--- Z = 1
lambda = 0.0072974 mc, gamma = 0.99997337
q = 0.0036487, small-component weight = 1.3313e-05
decay exponent 2+gamma = 2.999973
upper moment limit 1+2*gamma = 2.999947
tail coefficients (scaled): a 6.67408e-05, b 1.16451e-02
tail ratio B/A = 174.4820
B = A at p = 2.0114 mc
crossover p_c of A = 348.950 mc = 178.313 MeV/c
<p^-2> = 4.999811 lambda^-2 = 93890.8 (mc)^-2
<p^-1> = 1.697616 lambda^-1 = 232.634 (mc)^-1
<p^0> = 1.000000 lambda^0 = 1 (mc)^0
<p^1> = 0.848855 lambda^1 = 0.0061944 (mc)^1
<p^2> = 1.000107 lambda^2 = 5.3257e-05 (mc)^2
decade ratios: k=2: 0.10001, k=2.8: 0.63103, k=3: 1.00012
third moment / lambda^3, cutoff P in mc: P=1e+02: 1.69901, P=1e+04: 1.69963, P=1e+06: 1.70026
rough radius 0.8 fm: hbar/R = 4.8e+02 mc
--- Z = 80
lambda = 0.5837882 mc, gamma = 0.81190599
q = 0.3221956, small-component weight = 9.4047e-02
decay exponent 2+gamma = 2.811906
upper moment limit 1+2*gamma = 2.623812
tail coefficients (scaled): a 4.25280e-01, b 1.00468e+00
tail ratio B/A = 2.3624
B = A at p = 2.8271 mc
crossover p_c of A = 3.475 mc = 1.776 MeV/c
<p^-2> = 3.769998 lambda^-2 = 11.0619 (mc)^-2
<p^-1> = 1.441010 lambda^-1 = 2.46838 (mc)^-1
<p^0> = 1.000000 lambda^0 = 1 (mc)^0
<p^1> = 1.101223 lambda^1 = 0.642881 (mc)^1
<p^2> = 2.345802 lambda^2 = 0.79947 (mc)^2
decade ratios: k=2: 0.23779, k=2.8: 1.50033, k=3: 2.37787
third moment / lambda^3, cutoff P in mc: P=1e+02: 20.20995, P=1e+04: 122.24588, P=1e+06: 698.70999
rough radius 7.0 fm: hbar/R = 55 mc
--- comparisons
nonrelativistic <p^3> = 1.69765 lambda^3
nonrelativistic <p^4> = 5.00000 lambda^4
Z=1 fourth moment / lambda^4, cutoff P in mc: P=1e+01: 5.1808, P=1e+02: 6.8618, P=1e+03: 23.5987
Z=1 local exponents at p = 10.0 mc: A -3.9721, B -3.0000
Z=1 local exponents at p = 349.0 mc: A -3.5000, B -3.0000
Z=1 local exponents at p = 100000.0 mc: A -3.0035, B -3.0000
Z=80 exponent from direct transform = -2.8140
<p^2> finite for Z below 118.68
```
